# Does a sharp dopant peak in depth profiling measure active interface doping?

## Question

I have a sputter depth profile (secondary-ion mass spectrometry) through a metal contact on heavily phosphorus-doped silicon. The phosphorus signal shows a narrow peak close to $10^{21}\ \mathrm{cm^{-3}}$, just where the metal signal falls. The silicon was annealed before the metal went on. May I use the peak height as the donor density at the interface, for example to estimate the width of the Schottky barrier? The peak is sharp, so I assumed that depth resolution was not a concern.

## Answer

Not from the profile alone. Two separate relations stand between the peak and the number you want. Sputtering mixes atoms before they are counted, so the signal is not the local phosphorus density. And the spectrometer counts phosphorus atoms whether or not they are ionised donors. Each relation can be worked out in a simple model.

### What ion mixing does to the profile

Let $z=0$ be the interface, with metal at $z<0$ and silicon at $z>0$. Let $C(z)$ be the true total phosphorus density and $S(z)$ the reported density when the eroding surface is at $z$. I assume uniform erosion, a constant calibration factor, and a fully mixed zone of fixed thickness $w$ below the surface.

That zone extends from $z$ to $z+w$ and holds $wS$ phosphorus atoms per unit area. Eroding by $dz$ removes $S\,dz$ of them, while the lower edge of the zone takes in $C(z+w)\,dz$. Therefore

$$w\frac{dS}{dz}=C(z+w)-S(z).$$

Multiplying by $e^{z/w}/w$ turns this into a total derivative:

$$\frac{d}{dz}\left[e^{z/w}S(z)\right]=\frac{1}{w}e^{z/w}C(z+w).$$

The metal contains no phosphorus, so $S$ vanishes far to the left. Integrating from there to $z$, and calling the distance back from the upper limit $s$, gives

$$S(z)=\int_0^\infty \frac{ds}{w}\,e^{-s/w}\,C(z+w-s).$$

The weights are positive and integrate to one. The signal is thus an average of $C$, and mixing cannot raise it above the largest true density.

A single plane of phosphorus at $z_0$ gives no signal until the zone reaches it, at $z=z_0-w$. The signal then jumps and decays as $e^{-(z-z_0+w)/w}$. Its maximum lies a distance $w$ too shallow, but the mean of the exponential is $w$ beyond the jump, so the centroid stays at $z_0$. The variance is $w^2$. The sharp leading edge comes from the moment of first contact with the mixed zone; it is not evidence of resolution finer than $w$.

For a profile that varies slowly over $w$, expand $C(z+w-s)$ about $z$. The first-order term vanishes because $s$ has mean $w$, and the second-order term contains its variance $w^2$:

$$S(z)\simeq C(z)+\frac{w^2}{2}C''(z).$$

Broad, smooth features are therefore read at nearly the right depth and height (a Gaussian of standard deviation $3w$ reads 5% low with its peak $0.08w$ too shallow, while one of standard deviation $w$ already reads 22% low). Thin layers are not, and neither is a broad profile that starts abruptly at the interface. If $C$ is largest at $z=0$ and decays as $e^{-z/L}$ into the silicon, the balance equation gives a peak of $(w/L)^{w/(L-w)}$ times the interface density. For $L=5w$ this is only 0.67.

### A thin layer at the interface

Take density $C_1$ for $0<z<d$ and $C_0$ deeper down. While the lower edge of the zone is inside the layer, the balance equation reads $w\,dS/dz=C_1-S$, with $S(-w)=0$. Its solution is

$$S(z)=C_1\left[1-e^{-(z+w)/w}\right],\qquad -w<z<d-w.$$

At $z=d-w$ the supply drops to $C_0$. If the signal then exceeds $C_0$, this point is the peak:

$$S_{\rm p}=C_1\left(1-e^{-d/w}\right),$$

and beyond it

$$S(z)=C_0+(S_{\rm p}-C_0)\,e^{-(z+w-d)/w}.$$

For $d\gg w$ the peak height tends to $C_1$. For $d\ll w$ it tends to $C_1d/w$, provided that this still exceeds $C_0$; otherwise there is no peak. The quantity $C_1d/w$ is the number of atoms per area divided by the mixing thickness. In that limit the height reports a dose, not a density.

As an example, use $d=2.0$ nm, $w=3.0$ nm, $C_1=2.0\times10^{21}\ \mathrm{cm^{-3}}$ and $C_0=1.0\times10^{20}\ \mathrm{cm^{-3}}$. Since $e^{-2/3}=0.513$,

$$S_{\rm p}=2.0\times10^{21}\times0.487=9.7\times10^{20}\ \mathrm{cm^{-3}}.$$

The reading is about half the true total. It occurs at $z=2.0-3.0=-1.0$ nm, when the surface is still in the metal.

The metal signal does not expose this shift, because it is displaced too. Pure metal fills the zone until $z=-w$; afterwards its fraction is $e^{-(z+w)/w}$. This reaches one half at $z=-w+w\ln2=-0.92$ nm, only 0.08 nm from the phosphorus peak. The two features would coincide for $d=w\ln2$, and this layer happens to be close to that thickness. Their alignment does not show that the phosphorus sits in a plane at the interface.

To find the width at half the peak height, set each branch equal to $S_{\rm p}/2$. The width is 3.6 nm, although the layer is 2.0 nm thick. On the deep side, the excess over $C_0$ falls by a decade every $w\ln10=6.9$ nm. At $z=4$ nm, where the true density is already $C_0$, the profile still reads

$$\left[1.0+8.73\,e^{-5/3}\right]\times10^{20}=2.6\times10^{20}\ \mathrm{cm^{-3}}.$$

That tail is made by the measurement, although it looks like a diffused doping profile.

### Can deconvolution rescue the reading?

The balance equation can be rearranged to recover the total density:

$$C(z+w)=S(z)+w\frac{dS}{dz}.$$

The price is noise. With points spaced by $h$ and a central difference, the right side is $S_i+w(S_{i+1}-S_{i-1})/(2h)$. If the points have independent noise of equal size, the variances add, and the noise grows by the factor

$$\sqrt{1+2\left(\frac{w}{2h}\right)^2}=\sqrt{1+\frac{w^2}{2h^2}}.$$

For $h=0.2$ nm this is 10.7. Smoothing reduces the noise but gives up resolution. Even a noiseless inversion returns $C$, the total phosphorus density. It contains nothing about charge.

### From total phosphorus to active donors

Suppose that $m$ ionised donors and $m$ conduction electrons can form one neutral cluster. Let $N$, $n$ and $M$ be the densities of active donors, electrons and clusters. For dilute species and non-degenerate electrons, the free energy per volume divided by $k_BT$ is

$$f=N\left(\ln\frac{N}{N_s}-1\right)+n\left(\ln\frac{n}{N_c}-1\right)+M\left(\ln\frac{M}{N_s}-1-\frac{E}{k_BT}\right).$$

Here $N_s$ is the density of silicon sites and $N_c$ the effective conduction-band density of states. $E$ is an effective free energy released per cluster; it absorbs the supply of any vacancy and the number of cluster orientations. Forming $dM$ clusters changes both $N$ and $n$ by $-m\,dM$. Setting $df/dM=0$ gives

$$\ln\frac{M}{N_s}-\frac{E}{k_BT}-m\ln\frac{N}{N_s}-m\ln\frac{n}{N_c}=0,$$

and hence

$$M=KN^mn^m,\qquad K=N_s^{1-m}N_c^{-m}e^{E/k_BT}.$$

During an anneal without metal, take each region to be locally neutral, with holes negligible, so $n=N$. Counting atoms, $C=N+mM$, gives

$$C=N\left[1+\left(\frac{N}{N_h}\right)^{2m-1}\right],\qquad mKN_h^{2m-1}=1.$$

At $N=N_h$ half of the dopants are active. Well below this density $N\simeq C$. Well above it, $N$ grows only as $C^{1/(2m)}$. To see how close a given layer is to that limit, let $r=(N/N_h)^{2m-1}$ and differentiate $\ln C=\ln N+\ln(1+r)$:

$$\frac{d\ln C}{d\ln N}=1+\frac{(2m-1)r}{1+r}=\frac{1+2mr}{1+r}.$$

For the example take $m=4$, an anneal at 1000 K and $E=1.20$ eV. This energy is chosen to give a realistic active density; it is not a measured binding energy. With $N_s=5.00\times10^{22}\ \mathrm{cm^{-3}}$ and $N_c=1.67\times10^{20}\ \mathrm{cm^{-3}}$,

$$N_h=\left[\frac{N_s^3N_c^4e^{-E/k_BT}}{4}\right]^{1/7}=2.16\times10^{20}\ \mathrm{cm^{-3}}.$$

Solving the atom count numerically for $C_1$ gives $N=2.8\times10^{20}\ \mathrm{cm^{-3}}$. Substituting back, $N/N_h=1.30$ and $r=6.15$, so $C=2.8\times10^{20}\times7.15=2.0\times10^{21}\ \mathrm{cm^{-3}}$, as required. The slope $d\ln N/d\ln C=(1+r)/(1+8r)$ is then 0.142, already close to the limiting value $1/8$ for non-degenerate electrons. Only 14% of the phosphorus in the layer is active. In the bulk, at $C_0$, about 99% is active, and there a profile away from the tail does give the doping.

### Putting the two errors together

In the layer, the three densities are:

- total phosphorus: $2.0\times10^{21}\ \mathrm{cm^{-3}}$;
- measured peak: $9.7\times10^{20}\ \mathrm{cm^{-3}}$;
- active donors: $2.8\times10^{20}\ \mathrm{cm^{-3}}$.

The peak is 2.1 times too low for the total and 3.5 times too high for the active density. Because the errors oppose each other, they can cancel. Setting $C_1(1-e^{-d/w})=N$ gives

$$d=-w\ln\left(1-\frac{N}{C_1}\right)=0.45\ \mathrm{nm}$$

at the same $C_1$ and $w$. Agreement there would be an accident, and local neutrality is itself doubtful in so thin a layer.

The peak also responds to the wrong things. Halve the layer thickness and double its density, so that the dose is unchanged. The measured peak rises by 17%, to $1.13\times10^{21}\ \mathrm{cm^{-3}}$, and the active density by 10%, while the total has doubled.

Conversely, keep the total profile fixed and freeze the clusters at 1200 K instead of 1000 K, with $E$ held constant and $N_c\propto T^{3/2}$. The active density becomes $4.2\times10^{20}\ \mathrm{cm^{-3}}$, about 50% higher, while $S(z)$ does not change at all. No analysis of $S(z)$ alone can distinguish these two samples. You need a measurement that responds to charge, with enough depth selectivity to separate the thin layer from the bulk.

### What this does to the barrier width

In atomic units, an electron in a fully depleted region of uniform donor density $N$ has potential energy $V$ with $V''=4\pi N/\varepsilon_r$. Setting $V=V'=0$ at the depletion edge $x=W$ gives

$$V(x)=\frac{2\pi N}{\varepsilon_r}(W-x)^2.$$

If the band bending is taken equal to the barrier $\phi$, then $V(0)=\phi$ and

$$W=\sqrt{\frac{\varepsilon_r\phi}{2\pi N}}.$$

For $\phi=0.60$ eV and $\varepsilon_r=11.7$, the active density gives $W=1.67$ nm, which fits inside the 2.0 nm layer. Since $W\propto N^{-1/2}$, the measured peak would give $1.666/\sqrt{3.48}=0.89$ nm, and the total density 0.62 nm. In this example, your proposed estimate would make the barrier nearly a factor of two too thin.

The surface force is $|V'(0)|=4\pi NW/\varepsilon_r=2\phi/W$, or 7.2 MV/cm as a field. I would not go on to a contact resistivity from this model. The image attraction adds $-1/(4\varepsilon_rx)$ to a potential $\phi-Fx$, where $F$ is the surface force. The maximum is at $x=1/(2\sqrt{\varepsilon_rF})$, and it is lower than $\phi$ by $\sqrt{F/\varepsilon_r}=0.30$ eV. That is half the barrier, and the maximum lies only 0.2 nm from the metal, where a continuum permittivity is not reliable.

Degenerate mobile electrons change the surface field only slightly, but they change the width more. At 300 K the Fermi level is 0.14 eV above the band edge, so the bending is $\phi+0.14$ eV. Multiplying $V''=4\pi(N-n)/\varepsilon_r$ by $V'$ and integrating, with Fermi–Dirac electrons in a thick uniform layer, gives 7.7 MV/cm, about 6% more than the estimate above. An electron at the Fermi level, however, meets a barrier only where the band edge lies above that level. In the same uniform-layer model this width is about 1.2 nm for the active density and 0.5 nm for the measured peak. The peak still makes the barrier too thin, by a little more than a factor of two, but $W$ itself overstates the tunnelling distance.

There is also a limit to the uniform density assumed here. The mean donor spacing, $N^{-1/3}=1.5$ nm, is close to $W$, so a real barrier varies from place to place and these widths are only average scales.

### How far this carries over to a real contact

The example resembles phosphorus-rich silicon in transistor source and drain regions. Total densities of a few $10^{21}\ \mathrm{cm^{-3}}$, active densities of a few $10^{20}\ \mathrm{cm^{-3}}$ and a barrier near 0.6 eV are rough typical values. The 2 nm layer and the lower doping beneath it are chosen for clarity, and $w$ depends on the sputtering beam. Several assumptions can fail:

- **Calibration.** At the peak, 51% of the mixed zone is metal. If the phosphorus ion yield there differs from that in silicon by some factor, the reading is wrong by that factor.
- **Extra broadening.** An additional Gaussian depth spread with standard deviation 0.5 nm lowers the peak by 13%, to $8.5\times10^{20}\ \mathrm{cm^{-3}}$.
- **Degenerate electrons in the anneal.** Replacing $n/N_c$ in the mass-action law by the Fermi–Dirac activity lowers the active density by 20%, to $2.2\times10^{20}\ \mathrm{cm^{-3}}$. The correction is needed here, because the non-degenerate solution has $N/N_c=1.7$. It raises the ratio of measured peak to active density to 4.4 and $W$ to 1.87 nm, and the slope $d\ln N/d\ln C$ falls to 0.113, below the non-degenerate limit $1/8$.
- **Electron spill-out.** I solved Poisson's equation numerically together with the mass-action law, for a capped surface with no field. The active density at the surface is unchanged at this precision; its layer average rises to $3.0\times10^{20}\ \mathrm{cm^{-3}}$.

The order of processing matters more than any correction to the active density in this list. If the metal is already present at 1000 K, it fixes the surface electron density at $N_ce^{-\phi/k_BT}$, which is far below $N$. Because $M\propto n^m$, the clusters there become unstable. The same Poisson calculation, with the barrier kept at 0.60 eV, the atoms immobile and the clusters free to equilibrate, gives full activation at the surface, $2.0\times10^{21}\ \mathrm{cm^{-3}}$, and a layer average of $7.6\times10^{20}\ \mathrm{cm^{-3}}$. The measured peak would then be too low for the surface. The activated zone is only about 0.5 nm thick, however, which is less than the 0.8 nm donor spacing at that density, and the surface field is about 18 MV/cm. This continuum result therefore shows a direction, not a reliable surface density. A silicide reaction hot enough to dissolve clusters could therefore reverse the sign of the error in the surface density, although the layer average here stays below the measured peak. It may also move phosphorus, which this model does not include.

Your sample was annealed first, so the frozen-cluster result is the relevant one, provided that the anneal let the clusters equilibrate and contact formation stayed too cool to change them. The model has only one route to deactivation. Precipitates, phosphorus trapped at the interface and the metastable activation left by a very short anneal lie outside it, so its active density is an illustration and not a prediction for your sample. The peak height can be trusted as the donor density at the peak when the true profile varies slowly over several $w$ around it, with no abrupt edge nearby, its density is well below $N_h$, and the calibration holds in the material being sputtered. A narrow peak near $10^{21}\ \mathrm{cm^{-3}}$ at a metal interface gives no assurance of any of the three.
